# Two-Dimensional Ewald Summation and the Shape Anisotropy of a Magnetic Monolayer: a numerical check

```python
"""Dipolar shape anisotropy of a magnetic monolayer by 2D Ewald summation.

Result under test: for parallel moments m on a planar lattice (cell area A),
  D_ij = sum' (delta_ij R^2 - 3 R_i R_j)/R^5,  E = alpha^2 m_i D_ij m_j / 2,
is given by a real-space sum, a reciprocal sum and a self term, for any
splitting parameter eta.  With a 3-, 4- or 6-fold axis the anisotropy is
K = E(normal) - E(in plane) = (3/4) alpha^2 m^2 D_zz.  The continuum value
2 pi M^2 per volume is 2 pi alpha^2 m^2/(A d) per site for layer spacing d;
it is reached by thick films of cubic crystals, not by one layer.
Lattice sums are dimensionless: the length a of the first cell vector is
the length unit (the neighbour distance for square and triangular cells).
Energies use atomic units (m = mu/2 for mu Bohr magnetons), printed in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.special import erfc
from mpmath import zeta

PI = np.pi
ROOT_PI = np.sqrt(PI)


def cell_area(cell):
    return abs(np.linalg.det(cell))


def reciprocal_cell(cell):
    return 2 * PI * np.linalg.inv(cell).T


def points_in_disc(cell, radius, shift=(0.0, 0.0)):
    """All vectors R + shift of the lattice inside a disc."""
    dual = reciprocal_cell(cell)
    n1, n2 = [int(radius * np.linalg.norm(b) / (2 * PI)) + 3 for b in dual]
    i, j = np.meshgrid(np.arange(-n1, n1 + 1), np.arange(-n2, n2 + 1))
    vectors = np.column_stack([i.ravel(), j.ravel()]) @ cell + np.array(shift)
    return vectors[np.sum(vectors**2, axis=1) <= radius**2]


def ewald_parts(cell, eta, cutoff):
    """Real-space, reciprocal and self parts of D, and the numbers of terms."""
    area = cell_area(cell)
    R = points_in_disc(cell, cutoff / eta)
    R = R[np.sum(R**2, axis=1) > 1e-12]
    r = np.linalg.norm(R, axis=1)
    gauss = 2 * eta / ROOT_PI * np.exp(-(eta * r)**2) / r**2
    B = erfc(eta * r) / r**3 + gauss
    C = 3 * erfc(eta * r) / r**5 + gauss * (2 * eta**2 + 3 / r**2)
    real = np.eye(3) * B.sum()
    real[:2, :2] -= np.einsum('n,ni,nj->ij', C, R, R)

    G = points_in_disc(reciprocal_cell(cell), 2 * eta * cutoff)
    g = np.linalg.norm(G, axis=1)
    recip = np.zeros((3, 3))
    recip[2, 2] = np.sum(4 * ROOT_PI * eta * np.exp(-(g / (2 * eta))**2)
                         - 2 * PI * g * erfc(g / (2 * eta))) / area
    nonzero = g > 1e-12
    weight = 2 * PI / area * erfc(g[nonzero] / (2 * eta)) / g[nonzero]
    recip[:2, :2] = np.einsum('n,ni,nj->ij', weight, G[nonzero], G[nonzero])
    self_part = -4 * eta**3 / (3 * ROOT_PI) * np.eye(3)
    return real, recip, self_part, len(R), len(G)


def ewald_tensor(cell, eta=None, cutoff=6.0):
    if eta is None:
        eta = np.sqrt(PI / cell_area(cell))
    return sum(ewald_parts(cell, eta, cutoff)[:3])


def direct_tensor(cell, radius, shift=(0.0, 0.0), height=0.0):
    """Plain sum over a disc, and the continuum estimate of the rest."""
    flat = points_in_disc(cell, radius, shift)
    v = np.column_stack([flat, np.full(len(flat), height)])
    r2 = np.sum(v**2, axis=1)
    v, r2 = v[r2 > 1e-12], r2[r2 > 1e-12]
    raw = np.eye(3) * np.sum(r2**-1.5) - 3 * (v * r2[:, None]**-2.5).T @ v
    rest = 2 * PI / cell_area(cell) * radius**2 / (radius**2 + height**2)**1.5
    return raw, rest * np.diag([-0.5, -0.5, 1.0])


def layer_coupling(cell, shift, height):
    """D_zz from a whole layer at nonzero height, exponentially convergent."""
    i, j = np.meshgrid(np.arange(-20, 21), np.arange(-20, 21))
    G = np.column_stack([i.ravel(), j.ravel()]) @ reciprocal_cell(cell)
    g = np.linalg.norm(G, axis=1)
    terms = g * np.exp(-g * abs(height)) * np.cos(G @ np.array(shift))
    return -2 * PI / cell_area(cell) * terms.sum()


square = np.eye(2)
triangular = np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
# Close rows: for distant rows D_xy is exponentially small
oblique = np.array([[1.0, 0.0], [0.3, 0.7]])

# Full tensor on a lattice without symmetry, against the plain sum
raw, rest = direct_tensor(oblique, 600.0)
D_oblique = ewald_tensor(oblique)
oblique_error = np.max(np.abs(D_oblique - raw - rest))
assert oblique_error < 5e-6          # lattice-point noise at the disc edge
assert abs(D_oblique[0, 1]) > 0.1    # the off-diagonal element is exercised

# Independence of the splitting parameter, and zero trace
eta_values = (1.0, 1.7, 3.0)
eta_tensors = [ewald_tensor(oblique, eta) for eta in eta_values]
eta_spread = np.max(np.ptp(np.array(eta_tensors), axis=0))
assert eta_spread < 1e-10
assert abs(np.trace(D_oblique)) < 1e-10

# Closed zeta-function values of sum' 1/R^3
S_square = float(4 * zeta(1.5) * (zeta(1.5, 0.25) - zeta(1.5, 0.75)) / 8)
S_triangular = float(6 * zeta(1.5) * (zeta(1.5, 1 / 3) - zeta(1.5, 2 / 3))
                     / 3**1.5)
D_square, D_triangular = ewald_tensor(square), ewald_tensor(triangular)
assert abs(D_square[2, 2] - S_square) < 1e-10
assert abs(D_triangular[2, 2] - S_triangular) < 1e-10

# Angular law for general directions, from the plain sum
for cell, S in ((square, S_square), (triangular, S_triangular)):
    raw, rest = direct_tensor(cell, 400.0)
    for theta, phi in ((0.4, 0.3), (1.1, 0.9)):
        u = np.array([np.sin(theta) * np.cos(phi),
                      np.sin(theta) * np.sin(phi), np.cos(theta)])
        energy = 0.5 * u @ (raw + rest) @ u
        assert abs(energy - (-S / 4 + 0.75 * S * np.cos(theta)**2)) < 1e-5

# Slow convergence of the plain sum, fast convergence of the Ewald sum
disc_radius = 100.0
raw, rest = direct_tensor(square, disc_radius)
disc_error = S_square - raw[2, 2]
assert abs(disc_error / (2 * PI / disc_radius) - 1) < 0.01
truncation = []
for cutoff in (2.0, 3.0, 4.0, 5.0):
    error = abs(ewald_tensor(square, cutoff=cutoff)[2, 2] - S_square)
    assert error < 20 * np.exp(-cutoff**2)
    truncation.append((cutoff, error))

# Crystals as stacks: cell, lateral shift per layer, layer spacing
hollow = np.array([0.5, 0.5])
third = (triangular[0] + triangular[1]) / 3
stacks = {
    'simple cubic (001)': (square, np.zeros(2), 1.0),
    'fcc (001)': (square, hollow, np.sqrt(0.5)),
    'bcc (001)': (square, hollow, 0.5),
    'fcc (111)': (triangular, third, np.sqrt(2 / 3)),
}


def bulk_sum(cell, shift, spacing):
    return ewald_tensor(cell)[2, 2] + 2 * sum(
        layer_coupling(cell, j * shift, j * spacing) for j in range(1, 25))


def continuum_sum(cell, spacing):
    """D_zz that would give K = 2 pi alpha^2 m^2/(A d)."""
    return 8 * PI / (3 * cell_area(cell) * spacing)


mono_ratio, first_layer = {}, {}
for name, (cell, shift, spacing) in stacks.items():
    first_layer[name] = layer_coupling(cell, shift, spacing)
    raw, rest = direct_tensor(cell, 400.0, shift, spacing)
    expected = first_layer[name] * np.diag([-0.5, -0.5, 1.0])
    assert np.max(np.abs(raw + rest - expected)) < 1e-5
    target = continuum_sum(cell, spacing)
    assert abs(bulk_sum(cell, shift, spacing) / target - 1) < 1e-10
    mono_ratio[name] = ewald_tensor(cell)[2, 2] / target
assert first_layer['simple cubic (001)'] < 0 < first_layer['fcc (001)']
assert mono_ratio['simple cubic (001)'] > 1 > mono_ratio['fcc (001)']

# A non-cubic stack does not tend to the continuum value
tetragonal_spacing = 1.2
tetragonal_ratio = (bulk_sum(square, np.zeros(2), tetragonal_spacing)
                    / continuum_sum(square, tetragonal_spacing))
assert abs(tetragonal_ratio - 1) > 0.1


# Films of N layers, all pairs of layers summed explicitly
def film_ratio(name, layers):
    cell, shift, spacing = stacks[name]
    same_layer = ewald_tensor(cell)[2, 2]
    total = 0.0
    for i in range(layers):
        for j in range(layers):
            total += same_layer if i == j else layer_coupling(
                cell, (i - j) * shift, (i - j) * spacing)
    return total / layers / continuum_sum(cell, spacing)


films = []
for layers in (1, 2, 5, 10):
    ratio = film_ratio('fcc (001)', layers)
    law = 1 - (1 - mono_ratio['fcc (001)']) / layers
    assert abs(ratio - law) < 0.005 / layers   # second-layer coupling ignored
    films.append((layers, ratio, law))

# Worked example with round model parameters
a_angstrom, mu = 2.5, 2.0
hartree = const.value('Hartree energy in eV')
bohr = const.value('Bohr radius') / const.angstrom
scale_hartree = const.alpha**2 * (mu / 2)**2 / (a_angstrom / bohr)**3
scale = scale_hartree * hartree
moment_SI = mu * const.value('Bohr magneton')
scale_SI = (const.mu_0 / (4 * PI) * moment_SI**2
            / (a_angstrom * const.angstrom)**3 / const.e)
assert abs(scale / scale_SI - 1) < 1e-7

K_square = 0.5 * scale * (D_square[2, 2] - D_square[0, 0])
K_triangular = 0.5 * scale * (D_triangular[2, 2] - D_triangular[0, 0])

print(f"neighbour distance a = {a_angstrom:.2f} angstrom")
print(f"moment per site = {mu:.1f} Bohr magnetons")
print(f"energy scale alpha^2 m^2/a^3 = {scale:.5e} eV")
eta = ROOT_PI
real, recip, self_part, n_real, n_recip = ewald_parts(square, eta, 6.0)
print(f"square: eta = {eta / a_angstrom:.5f} 1/angstrom, cutoff 6")
print(f"number of R terms = {n_real}, of G terms = {n_recip}")
for label, part in (('real-space', real), ('reciprocal', recip),
                    ('self', self_part), ('total', D_square)):
    print(f"{label}: a^3 D_zz = {part[2, 2]:.8f}, "
          f"a^3 D_xx = {part[0, 0]:.8f}")
print(f"square zeta value of a^3 S = {S_square:.8f}")
print(f"triangular Ewald a^3 D_zz = {D_triangular[2, 2]:.8f}")
print(f"triangular zeta value of a^3 S = {S_triangular:.8f}")
print(f"oblique cell (1, 0), ({oblique[1, 0]:.1f}, {oblique[1, 1]:.1f}) "
      f"in units of a: a^3 D_xy = {D_oblique[0, 1]:.6f}")
print(f"oblique: largest Ewald-direct difference = {oblique_error:.1e}")
print(f"oblique: spread over three eta = {eta_spread:.1e}")
print(f"square, plain disc of radius {disc_radius:.0f} a: "
      f"missing a^3 D_zz = {disc_error:.5f}")
for cutoff, error in truncation:
    print(f"Ewald cutoff {cutoff:.0f}: error of a^3 D_zz = {error:.1e}")
print(f"square E normal = {0.5 * scale * D_square[2, 2]:.5e} eV")
print(f"square E in plane = {0.5 * scale * D_square[0, 0]:.5e} eV")
print(f"square K = {K_square:.5e} eV = {K_square / hartree:.5e} hartree")
print(f"triangular K = {K_triangular:.5e} eV "
      f"= {K_triangular / hartree:.5e} hartree")
for label, cell, K in (('square', square, K_square),
                       ('triangular', triangular, K_triangular)):
    thickness = 2 * PI * scale / (cell_area(cell) * K) * a_angstrom
    print(f"{label} equivalent thickness = {thickness:.4f} angstrom")
for name, (cell, shift, spacing) in stacks.items():
    K_cont = 2 * PI * scale / (cell_area(cell) * spacing)
    print(f"{name}: d = {spacing * a_angstrom:.4f} angstrom, "
          f"K_cont = {K_cont:.5e} eV")
    print(f"  K_1/K_cont = {mono_ratio[name]:.5f}, "
          f"next-layer a^3 D_zz = {first_layer[name]:.5f}")
second = layer_coupling(square, 2 * hollow, 2 * np.sqrt(0.5))
print(f"fcc (001): second-layer a^3 D_zz = {second:.5f}")
for layers, ratio, law in films:
    print(f"fcc (001), N = {layers}: K_N/K_cont = {ratio:.5f}, "
          f"1/N law = {law:.5f}")
print(f"tetragonal on-top stack, d = {tetragonal_spacing * a_angstrom:.2f} "
      f"angstrom: bulk K/K_cont = {tetragonal_ratio:.5f}")
print("all tests passed")
```

Output:

```
neighbour distance a = 2.50 angstrom
moment per site = 2.0 Bohr magnetons
energy scale alpha^2 m^2/a^3 = 1.37425e-05 eV
square: eta = 0.70898 1/angstrom, cutoff 6
number of R terms = 36, of G terms = 37
real-space: a^3 D_zz = 0.40249982, a^3 D_xx = -1.33436331
reciprocal: a^3 D_zz = 12.81991207, a^3 D_xx = 1.00634267
self: a^3 D_zz = -4.18879020, a^3 D_xx = -4.18879020
total: a^3 D_zz = 9.03362168, a^3 D_xx = -4.51681084
square zeta value of a^3 S = 9.03362168
triangular Ewald a^3 D_zz = 11.03417573
triangular zeta value of a^3 S = 11.03417573
oblique cell (1, 0), (0.3, 0.7) in units of a: a^3 D_xy = -2.321708
oblique: largest Ewald-direct difference = 1.7e-07
oblique: spread over three eta = 8.0e-15
square, plain disc of radius 100 a: missing a^3 D_zz = 0.06283
Ewald cutoff 2: error of a^3 D_zz = 1.4e-02
Ewald cutoff 3: error of a^3 D_zz = 1.4e-05
Ewald cutoff 4: error of a^3 D_zz = 2.5e-11
Ewald cutoff 5: error of a^3 D_zz = 2.5e-11
square E normal = 6.20721e-05 eV
square E in plane = -3.10361e-05 eV
square K = 9.31082e-05 eV = 3.42166e-06 hartree
triangular K = 1.13728e-04 eV = 4.17941e-06 hartree
square equivalent thickness = 2.3184 angstrom
triangular equivalent thickness = 2.1917 angstrom
simple cubic (001): d = 2.5000 angstrom, K_cont = 8.63465e-05 eV
  K_1/K_cont = 1.07831, next-layer a^3 D_zz = -0.32746
fcc (001): d = 1.7678 angstrom, K_cont = 1.22112e-04 eV
  K_1/K_cont = 0.76248, next-layer a^3 D_zz = 1.42941
bcc (001): d = 1.2500 angstrom, K_cont = 1.72693e-04 eV
  K_1/K_cont = 0.53915, next-layer a^3 D_zz = 4.17639
fcc (111): d = 2.0412 angstrom, K_cont = 1.22112e-04 eV
  K_1/K_cont = 0.93134, next-layer a^3 D_zz = 0.40563
fcc (001): second-layer a^3 D_zz = -0.02263
fcc (001), N = 1: K_N/K_cont = 0.76248, 1/N law = 0.76248
fcc (001), N = 2: K_N/K_cont = 0.88313, 1/N law = 0.88124
fcc (001), N = 5: K_N/K_cont = 0.95324, 1/N law = 0.95250
fcc (001), N = 10: K_N/K_cont = 0.97662, 1/N law = 0.97625
tetragonal on-top stack, d = 3.00 angstrom: bulk K/K_cont = 1.26838
all tests passed
```
